# Why Short Images Underestimate the Roughness of a Correlated Edge

Suppose that the edge of a resist line has a true roughness of $3\sigma=3.6$ nm, and that it is measured in scanning electron micrographs showing 100 nm of its length. If correlation along the edge decays exponentially with a length of 20 nm, and the edge position is read every 1 nm, noise-free images give an average variance that corresponds to $3\sigma=2.98$ nm. Taking more images of the same length steadies this value without moving it towards 3.6 nm. Two laboratories that use different image lengths will then disagree about the same edge. To compare or correct their results, one needs the expected sample variance as a function of image length.

## The edge and its sample variance

Let $x(y)$ be the deviation of the edge from its true mean position, at distance $y$ along the line. The deviations are taken to be stationary, with zero mean and autocovariance

$$
\langle x(y)x(y')\rangle=\sigma^2e^{-|y-y'|/\xi}. \tag{1}
$$

Angle brackets denote an average over many statistically equivalent edges, $\sigma$ is the true rms deviation, and $\xi$ is the correlation length. This is the meaning given here to "exponential height correlation". The mean squared height difference follows from (1):

$$
\langle[x(y)-x(y')]^2\rangle=2\sigma^2\left(1-e^{-|y-y'|/\xi}\right). \tag{2}
$$

An image covers $0\le y\le L$. The true mean position is unknown, so deviations are measured from the image's own mean $\bar x$:

$$
\bar x=\frac1L\int_0^Lx\,dy,\qquad
s^2=\frac1L\int_0^L(x-\bar x)^2dy. \tag{3}
$$

Expanding the square gives $s^2=L^{-1}\int x^2dy-2\bar x^2+\bar x^2$. Since $\langle x^2\rangle=\sigma^2$,

$$
\langle s^2\rangle=\sigma^2-\langle\bar x^2\rangle. \tag{4}
$$

The image loses the variance of its own mean. That variance is not destroyed: it appears as a variation of mean edge position from one image to another.

There is an equivalent reading. Expanding the square in the following double integral gives

$$
\frac1{2L^2}\int_0^L\!\!\int_0^L[x(y)-x(y')]^2dy\,dy'
=\frac1L\int_0^Lx^2dy-\bar x^2=s^2. \tag{5}
$$

The sample variance is half the squared height difference, averaged over all pairs of points in the image. A short image contains only close pairs, and by (2) close pairs differ little.

## The expected variance

From (1) and (3), the variance of the mean is

$$
\langle\bar x^2\rangle=\frac{\sigma^2}{L^2}\int_0^L\!\!\int_0^Le^{-|y-y'|/\xi}dy\,dy'.
$$

For a separation $r=|y-y'|$, the lower point can lie anywhere in an interval of length $L-r$, and the two points can be exchanged. Hence

$$
\langle\bar x^2\rangle=\frac{2\sigma^2}{L^2}\int_0^L(L-r)e^{-r/\xi}dr
=2\sigma^2\int_0^1(1-u)e^{-qu}du, \tag{6}
$$

where $u=r/L$ and $q=L/\xi$. Integration by parts gives

$$
\int_0^1(1-u)e^{-qu}du
=\left[-\frac{(1-u)e^{-qu}}q\right]_0^1-\frac1q\int_0^1e^{-qu}du
=\frac1q-\frac{1-e^{-q}}{q^2}.
$$

Substitution in (4) yields

$$
\boxed{\langle s^2\rangle=\sigma^2F(q),\qquad
F(q)=1-\frac2q+\frac{2(1-e^{-q})}{q^2}.} \tag{7}
$$

No Gaussian assumption has been made; the mean of $s^2$ depends on the autocovariance alone.

Equation (6) also shows that the bias has a definite sign. The integral $1-F=2\int_0^1(1-u)e^{-qu}du$ is positive, and it decreases as $q$ grows because $e^{-qu}$ does so for every $u>0$. It equals 1 at $q=0$ and tends to 0 at large $q$. Thus $F$ rises steadily from 0 to 1. Every finite noise-free image underestimates $\sigma^2$ on average, though an individual image may read high.

**Short images.** For $q\ll1$, expand the exponential in (6):

$$
1-F=2\int_0^1(1-u)\left(1-qu+\tfrac12q^2u^2-\dots\right)du
=1-\frac q3+\frac{q^2}{12}-\dots
$$

Therefore

$$
\langle s^2\rangle\simeq\frac{\sigma^2L}{3\xi}\qquad(L\ll\xi). \tag{8}
$$

At this order the measurement determines the ratio $\sigma^2/\xi$, not $\sigma$ and $\xi$ separately. A very rough edge with long correlation looks like a smoother edge with short correlation.

**Long images.** For $q\gg1$, (7) gives $F\simeq1-2/q$. The relative deficit in variance is $2\xi/L$. Since $\sqrt F\simeq1-1/q$, the relative deficit in rms roughness is about $\xi/L$. A permitted deficit $\delta\ll1$ therefore requires

$$
L\simeq\xi/\delta. \tag{9}
$$

This rule holds for model (1), with the mean removed and noise absent.

## What the image filters out

Define the two-sided power spectrum as the Fourier transform of (1):

$$
P(f)=\sigma^2\int_{-\infty}^{\infty}e^{-|r|/\xi}e^{-2\pi ifr}dr
=2\sigma^2\,\mathrm{Re}\,\frac1{1/\xi+2\pi if}
=\frac{2\sigma^2\xi}{1+(2\pi f\xi)^2}. \tag{10}
$$

With this convention $\int P\,df=\sigma^2$. Averaging $e^{2\pi ify}$ over a length $L$ gives a factor of magnitude $|\operatorname{sinc}(fL)|$, where $\operatorname{sinc}t=\sin(\pi t)/(\pi t)$. The variance of the mean is thus $\int P\operatorname{sinc}^2(fL)\,df$, and (4) becomes

$$
\langle s^2\rangle=\int_{-\infty}^{\infty}P(f)\left[1-\operatorname{sinc}^2(fL)\right]df. \tag{11}
$$

Subtracting the mean acts as a high-pass filter. For $|f|L\ll1$ its transmission is $(\pi fL)^2/3$, so an undulation much longer than the image passes only a small fraction of its power to $s^2$. The cutoff is gradual, and the spectrum (10) is largest at low frequency: for $\xi=20$ nm and $L=100$ nm, wavelengths longer than $L$ still supply 38 % of $\langle s^2\rangle$, while those longer than $10L$ supply about 0.1 %.

## Discrete scan lines and noise

A micrograph gives positions $x_j$ on $N$ scan lines of spacing $d$, with $L=Nd$. The usual estimate is

$$
s^2=\frac1{N-1}\sum_{j=1}^N(x_j-\bar x)^2,\qquad
\langle s^2\rangle=\frac N{N-1}\left(\sigma^2-\langle\bar x^2\rangle\right). \tag{12}
$$

Put $a=e^{-d/\xi}$. There are $N-k$ pairs at separation $kd$, each counted twice, so

$$
\langle\bar x^2\rangle=\frac{\sigma^2}{N^2}\left[N+2S\right],\qquad
S=\sum_{k=1}^{N-1}(N-k)a^k.
$$

The factor $N-k$ is the number of integers $m$ with $k\le m\le N-1$. Exchanging the order of summation gives

$$
S=\sum_{m=1}^{N-1}\sum_{k=1}^{m}a^k
=\frac a{1-a}\sum_{m=1}^{N-1}(1-a^m)
=\frac a{1-a}\left[N-\frac{1-a^N}{1-a}\right].
$$

In the last step, $N-1-(a-a^N)/(1-a)$ was written as $N-(1-a^N)/(1-a)$. Hence

$$
\langle s^2\rangle=\frac{N\sigma^2}{N-1}
\left\{1-\frac1N\left[\frac{1+a}{1-a}-\frac{2a(1-a^N)}{N(1-a)^2}\right]\right\}. \tag{13}
$$

For uncorrelated points, $a=0$, the braces equal $(N-1)/N$ and the bias vanishes. The divisor $N-1$ corrects for the lost mean in that case. It does not correct for correlation, and reducing $d$ at fixed $L$ brings (13) towards (7), not towards $\sigma^2$.

Let the detected positions also contain errors of variance $\sigma_n^2$, independent of the edge and of each other. The cross terms average to zero, and the errors are uncorrelated points, so

$$
\langle s^2_{\rm noisy}\rangle=\langle s^2\rangle+\sigma_n^2. \tag{14}
$$

Noise raises the reading while finite length lowers it. A plausible total can therefore conceal two errors.

## Removing a tilt

If the line is slightly rotated in the image, a straight line is often fitted and subtracted. This removes some real roughness as well. With $u=y/L$, the functions $1$ and $\varphi(u)=\sqrt3(2u-1)$ are orthonormal on $0\le u\le1$. Least-squares subtraction removes both projections, so the remaining variance is $\sigma^2(F-G)$, where

$$
G=\int_0^1\!\!\int_0^1\varphi(u)\varphi(v)e^{-q|u-v|}du\,dv
=2\int_0^1c(r)e^{-qr}dr.
$$

Here $r$ is the separation in units of $L$, and $c(r)=\int_0^{1-r}\varphi(u)\varphi(u+r)du$. Let $m=u+r/2-1/2$ be the position of the pair's midpoint, measured from the centre of the image. Then $2u-1=2m-r$ and $2(u+r)-1=2m+r$, so

$$
c(r)=3\int_{-(1-r)/2}^{(1-r)/2}(4m^2-r^2)dm
=(1-r)^3-3r^2(1-r)=1-3r+2r^3.
$$

The integrals $I_n=\int_0^1r^ne^{-qr}dr$ obey $I_n=(nI_{n-1}-e^{-q})/q$, by parts, with $I_0=(1-e^{-q})/q$. Thus

$$
I_1=\frac1{q^2}-e^{-q}\left(\frac1q+\frac1{q^2}\right),\quad
I_3=\frac6{q^4}-e^{-q}\left(\frac1q+\frac3{q^2}+\frac6{q^3}+\frac6{q^4}\right).
$$

In $G=2(I_0-3I_1+2I_3)$ the terms in $e^{-q}/q$ cancel, leaving

$$
G=\frac2q-\frac6{q^2}+\frac{24}{q^4}
-e^{-q}\left(\frac6{q^2}+\frac{24}{q^3}+\frac{24}{q^4}\right). \tag{15}
$$

For long images $F-G\simeq1-4/q$: the deficit is twice that for mean removal, and the length required by (9) doubles. For short images, expanding the exponential gives $G\simeq2\int_0^1(1-3r+2r^3)(1-qr)dr=q/5$. The kept fraction is then $q/3-q/5=2q/15$.

## Scatter is a different error

Write (12) as $s^2=\sum_{ij}x_iP_{ij}x_j/(N-1)$, where $P_{ij}=\delta_{ij}-1/N$ removes the mean. Let $C_{ij}=\langle x_ix_j\rangle$. For a Gaussian edge,

$$
\langle x_ix_jx_kx_l\rangle=C_{ij}C_{kl}+C_{ik}C_{jl}+C_{il}C_{jk}.
$$

The first term gives $\langle s^2\rangle^2$. The other two contribute equally because $P$ and $C$ are symmetric, so

$$
\operatorname{Var}(s^2)=\frac{2\operatorname{tr}(PCPC)}{(N-1)^2}. \tag{16}
$$

For $L\gg\xi\gg d$, removal of the mean has little effect on this trace. Replacing sums by integrals gives

$$
\operatorname{Var}(s^2)\simeq\frac{2\sigma^4}L\int_{-\infty}^{\infty}e^{-2|r|/\xi}dr
=\frac{2\sigma^4\xi}L. \tag{17}
$$

Averaging $s^2$ over $M$ independent images divides its variance by $M$. It leaves $\langle s^2\rangle$, and hence the bias, unchanged. Averaging $s$ instead adds a further deficit: since $\langle s^2\rangle-\langle s\rangle^2$ is the variance of $s$, $\langle s\rangle$ lies below $\sqrt{\langle s^2\rangle}$ whenever $s$ fluctuates.

## A resist line

Take $\sigma=1.2$ nm, $\xi=20$ nm and $d=1$ nm. For $L=100$ nm, $q=5$ and

$$
F=1-\frac25+\frac2{25}(1-e^{-5})=0.6795.
$$

The continuous formula gives $\langle s^2\rangle=1.44\times0.6795=0.978$ nm². With 100 scan lines, (13) gives 0.988 nm². The small increase comes almost entirely from the factor $N/(N-1)=100/99$. The apparent roughness is $3\sqrt{0.988}=2.98$ nm, which is 17 % below 3.6 nm.

Equations (13) and (16), with all parameters except $L$ fixed, give:

| $L$ (nm) | $\langle s^2\rangle$ (nm²) | $3\sqrt{\langle s^2\rangle}$ (nm) | standard deviation of $s^2$ (nm²) |
|---:|---:|---:|---:|
| 20 | 0.400 | 1.90 | 0.320 |
| 50 | 0.725 | 2.55 | 0.497 |
| 100 | 0.988 | 2.98 | 0.556 |
| 200 | 1.187 | 3.27 | 0.507 |
| 500 | 1.332 | 3.46 | 0.372 |
| 2000 | 1.412 | 3.57 | 0.199 |

The absolute scatter has a maximum because both ends of the range suppress it. In a very short image $s^2$ itself is small; in a long one many correlation lengths are averaged. At 2000 nm, (17) gives $1.44\sqrt{0.02}=0.20$ nm², in agreement with the table. The scatter relative to the mean falls throughout, from 80 % at 20 nm to 14 % at 2000 nm.

Solving $\sqrt F=1-\delta$ numerically gives lengths of 188, 389 and 1990 nm for deficits of 10, 5 and 1 % in rms roughness. Rule (9) gives 200, 400 and 2000 nm.

For fifty independent 100 nm images, the standard deviation of the averaged $s^2$ is $0.556/\sqrt{50}=0.079$ nm². The bias remains $0.988-1.440=-0.452$ nm², nearly six times as large.

A simulation shows the same edges at two lengths. Gaussian edges were generated by $x_{j+1}=ax_j+\sigma\sqrt{1-a^2}\,g_j$, where the $g_j$ are independent normal numbers of unit variance and the first point has variance $\sigma^2$. This recursion has autocovariance (1) at the scan lines. For 2000 edges of 2000 nm, the mean $s^2$ was $1.413\pm0.005$ nm². Cutting these edges into 40,000 images of 100 nm reduced it to $0.991\pm0.003$ nm². The uncertainties are standard errors calculated from the 2000 independent edges. The means of the short images had a variance of 0.461 nm², against 0.462 nm² from the formula: this is where the missing variance went. By (12), $0.988\times99/100+0.462=1.440$ nm²; the factor $N/(N-1)$ makes the bias of $s^2$ slightly smaller in size than 0.462 nm². About 17 % of the short images nevertheless gave $s^2>\sigma^2$.

## Correction and its limits

If $\xi$ is known, the noise-free mean $s^2$ can be divided by the factor multiplying $\sigma^2$ in (13). For the simulated 100 nm images this returns $\sigma=1.20$ nm. Assuming $\xi=15$ nm instead gives 1.15 nm, and assuming 25 nm gives 1.26 nm. An error of 25 % in $\xi$ thus becomes an error of 4 to 5 % in $\sigma$ at this length. For $L\ll\xi$ the correction is far less secure: (8) shows that the inferred $\sigma$ then scales as $\sqrt\xi$.

Noise must be subtracted first. With $\sigma_n=0.5$ nm, (14) adds 0.25 nm². At $L=200$ nm the expected reading becomes $1.187+0.250=1.437$ nm², almost equal to the true 1.440 nm². The agreement is accidental. At 100 nm the total is 1.238 nm², which is too low; at 2000 nm it is 1.662 nm², which is too high.

The parameters are illustrative and do not describe a particular photoresist. Real measurements depart from the basic model in several ways, whose sizes can be compared at $L=100$ nm with the reference $\langle s^2\rangle=0.988$ nm²:

- **Tilt removal** lowers it to 0.711 nm², using the divisor $N-2$ for the two fitted parameters. The apparent $3\sigma$ is then 2.53 nm, 30 % below the true value. This is the largest of the three changes in this list.
- **Smoothing along the edge**, by the beam or by image processing, is represented by a uniform average over $w=3$ nm. It lowers the result to 0.918 nm². By (6), such an average reduces the local variance to $\sigma^2[1-F(w/\xi)]$, a loss of about $\sigma^2w/(3\xi)=0.07$ nm², which accounts for the change. This value is for a continuous average; a plain average over three discrete scan lines removes somewhat less and gives 0.926 nm². Smoothing by image processing also averages the detection errors and correlates them, so the original $\sigma_n^2$ can then no longer be used in (14).
- **A different correlation shape** matters less in this example. Replacing the exponential by $\exp[-(r/\xi)^{2H}]$ with roughness exponent $H=0.7$, at the same $\sigma$ and $\xi$, gives 0.998 nm². Correlation is stronger below $r=\xi$ and weaker above it, and the two changes largely cancel at this length. For $L\le\xi$ they cannot cancel, and the smoother edge loses more variance: at $L=20$ nm the result is 0.301 nm² instead of 0.400 nm².

The formula also presumes that a finite $\sigma$ and a single $\xi$ exist. If an edge has further undulations on scales much longer than any image taken, (11) shows that they are largely filtered out. A correction based on the shorter correlation length cannot restore them. Agreement between the corrected values of $\sigma$ at several image lengths is a useful check of the model over those lengths, provided that noise has been subtracted and that the correction allows for smoothing and any tilt removal. The check needs many images: assuming $\xi=15$ nm for the edge above gives an expected 1.15 nm at $L=100$ nm and 1.19 nm at 500 nm, while fifty images per length leave a scatter of about 0.05 and 0.02 nm. The lengths should extend to several $\xi$: if all are much shorter than both the true and the assumed $\xi$, (8) shows that a wrong $\xi$ gives nearly the same wrong $\sigma$ at each length. Even with longer images, the check cannot exclude undulations much longer than the longest one.
